# Exposure for a sharp diffusion-limited adsorption front in a circular hole

## What dimensions and linearity fix

A circular hole of diameter $d$ and depth $L$ is exposed to a precursor gas. Its wall takes up $N$ molecules per unit area and then saturates. The exposure is the time integral of the precursor pressure at the mouth, $E=\int P\,dt$, and the aspect ratio is $a=L/d$, depth over diameter.

Exposure has the dimensions of mass/(length × time). With molecular mass $m$ and thermal energy $kT$, the product $N\sqrt{mkT}$ has the same dimensions. Dimensional analysis alone would still allow an arbitrary function of $Nd^2$, which is also dimensionless. Linearity removes it. If gas molecules do not collide with each other and little gas is stored in the hole, a fixed fraction of the entering molecules reaches the front at each front position. Doubling $N$ then doubles the number of molecules that must enter. Hence, for a given sticking probability and coverage target,

$$E=N\sqrt{2\pi mkT}\;f(a).$$

The factor $2\pi$ is chosen so that $f$ has a direct meaning: it is the number of molecules striking unit area of the mouth, divided by $N$. For a deep hole, the flow to a front at depth $x$ falls as $1/x$. The time per unit advance therefore grows as $x$, and the total grows as $L^2$. So $f\simeq Ca^2$, and the task is to find $C$. Both derivations below give $C=3/2$:

$$\boxed{E\simeq\tfrac32\,a^2N\sqrt{2\pi mkT}}$$

The algebra may be read in atomic units, with $kT$ an energy in hartree. The result is classical, so $\hbar$ does not appear.

The common assumptions are a uniform temperature, a mean free path much larger than $d$, irreversible uptake, no blocking by by-products, and re-emission from the saturated wall by the cosine law. That law gives a direction at angle $\vartheta$ from the inward normal the probability $\cos\vartheta\,d\Omega/\pi$, independently of the previous flight.

## First derivation: diffusion of the gas

**Impingement rate.** At the mouth the gas has density $n_0=P/kT$. The one-way flux follows from the Maxwell distribution of one velocity component:

$$F=n_0\int_0^\infty v_x\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_x^2/2kT}dv_x
=n_0\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}}.$$

The mean speed is $v=\sqrt{8kT/\pi m}$, so $v/4=\sqrt{kT/2\pi m}$ and $F=n_0v/4$. Define the dimensionless dose

$$\tau=\frac1N\int F\,dt=\frac{E}{N\sqrt{2\pi mkT}}.$$

This is the function $f$ when the front reaches the bottom.

**One flight.** Let a molecule leave the wall with axial direction cosine $u$ and inward normal component $c$. Projected on the cross-section, its direction makes an angle $\varphi$ with the normal, where $c=\sqrt{1-u^2}\cos\varphi$. The projected path is a chord of length $d\cos\varphi$. Dividing by the projection factor $\sqrt{1-u^2}$ gives the true flight length

$$\ell=\frac{d\cos\varphi}{\sqrt{1-u^2}}=\frac{dc}{1-u^2}.$$

With $d\Omega=du\,d\varphi$ and weight $c/\pi$, the mean length is

$$\langle\ell\rangle=\frac d\pi\int_{-1}^{1}du\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d.$$

The axial hop is $z=u\ell$. Its mean vanishes by symmetry, and its mean square is

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-1}^{1}\frac{u^2\,du}{\sqrt{1-u^2}}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

The power of $1-u^2$ comes from $c\,\ell^2\propto(1-u^2)^{1/2}(1-u^2)^{-1}$.

Molecules leaving a wall have speeds weighted by flux, $w^3e^{-mw^2/2kT}$, whereas the gas distribution is $w^2e^{-mw^2/2kT}$. The mean of $1/w$ over the emitted molecules is therefore

$$\left\langle\frac1w\right\rangle=\frac{\int_0^\infty w^2e^{-mw^2/2kT}dw}{\int_0^\infty w^3e^{-mw^2/2kT}dw}=\frac1v.$$

Speed and direction are independent, so the mean flight time is $d/v$.

**Diffusivity.** After many independent flights the axial variance is the number of flights times $2d^2/3$, and the elapsed time is the same number times $d/v$. Equating the variance to $2Dt$ gives

$$D=\frac{2d^2/3}{2d/v}=\frac{dv}{3}.$$

**Motion of the front.** Let the wall be saturated down to depth $x$ and bare below it. A sharp diffusion-limited front consumes the arriving gas, so the density falls from $n_0$ at the mouth to zero at $x$. With negligible storage the flow is the same through every section, and the density profile is linear. The molecules arriving per unit time saturate new wall of perimeter $\pi d$:

$$\frac{\pi d^2}{4}\,D\,\frac{n_0}{x}=\pi d\,N\frac{dx}{dt}.$$

Divide by $\pi d$, insert $D=dv/3$ and multiply by $x$:

$$\frac{d^2v\,n_0}{12}=Nx\frac{dx}{dt}.$$

For constant pressure, integration from $x=0$ to $L$ gives $d^2vn_0t/12=NL^2/2$, or $n_0vt=6Na^2$. Since $\tau=n_0vt/4N$, the dose is $\tau=3a^2/2$, which is the boxed result. If the pressure varies slowly enough for the linear profile to follow it, $n_0t$ is replaced by $\int n_0\,dt$ and the exposure is unchanged.

## How sharp the front must be

Let $s$ be the sticking probability on bare wall, $\theta$ the coverage and $n$ the gas density. The wall takes up $s(nv/4)(1-\theta)$ molecules per unit area and time, and a cylinder has wall area $4/d$ per unit volume. At constant mouth pressure,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac4d\,\frac{snv}{4}(1-\theta),\qquad
N\frac{\partial\theta}{\partial t}=\frac{snv}{4}(1-\theta).$$

Set $g=n/n_0$, $y=x/d$ and $\tau=n_0vt/4N$. Multiplying the first equation by $d/(n_0v)$ and the second by $4/(n_0v)$ gives

$$\epsilon\frac{\partial g}{\partial\tau}=\frac13g''-sg(1-\theta),\qquad
\frac{\partial\theta}{\partial\tau}=sg(1-\theta),\qquad
\epsilon=\frac{n_0d}{4N},$$

where primes denote $y$ derivatives. The parameter $\epsilon$ compares gas stored at density $n_0$ with the capacity of the wall. This local uptake law is meant for small $s$: for $s$ near one, the gas is not locally isotropic and the front is narrower than the flights that diffusion averages over.

Ahead of the front, where $\theta$ is small and storage negligible, $g''=3sg$. The decaying solution is $e^{-y\sqrt{3s}}$, so the gas penetrates a length $d/\sqrt{3s}$ into the bare region. This is much shorter than $L$ when $3sa^2\gg1$.

The effect on the dose can be bounded. Add the two equations, multiply by $y$ and integrate over the hole, with $g(0)=1$ and a closed end that adsorbs nothing, $g'(a)=0$. Integration by parts gives

$$\int_0^a yg''\,dy=ag'(a)-g(a)+g(0)=1-g(a).$$

For an initially empty, bare hole, integration over the dose then gives

$$\tau=3\int_0^a y(\theta+\epsilon g)\,dy+\int_0^\tau g(a,\tau')\,d\tau'.$$

At the bottom the coverage equation reads $-\partial\ln(1-\theta)/\partial\tau=sg$, so the last term equals $s^{-1}\ln[1/(1-\theta(a))]$.

Now let $\epsilon\to0$ and stop when the bottom coverage is $1-\delta$. In this limit $g''=3sg(1-\theta)\ge0$. Together with $g'(a)=0$ this makes $g'\le0$, so deeper wall receives less gas and is less covered. The coverage thus lies between $1-\delta$ and 1 everywhere, and

$$\frac32a^2(1-\delta)+\frac{\ln(1/\delta)}s\;\le\;\tau\;\le\;\frac32a^2+\frac{\ln(1/\delta)}s.$$

The leading law holds when $\delta$ is small and the logarithmic term is small compared with $3a^2/2$. For a fixed coverage target this requires $sa^2\gg1$. In the opposite limit, $sa^2\ll1$, the logarithm dominates: gas fills the hole almost uniformly, and $\tau\simeq s^{-1}\ln(1/\delta)$ does not depend on depth.

The same identity gives the effect of stored gas. Before a sharp front at $y_f$ nears the bottom, $g(a)$ is negligible. To first order in $\epsilon$ the linear profile $g=1-y/y_f$ may be used in the storage term:

$$\tau=3\left[\frac{y_f^2}{2}+\epsilon\left(\frac{y_f^2}{2}-\frac{y_f^2}{3}\right)\right]
=\frac32y_f^2\left(1+\frac\epsilon3\right).$$

A simulation of the coupled equations at $\epsilon=0.3$ gave a dose ratio of 1.098, against 1.100 from this formula.

## Second derivation: counting straight flights

The second route uses neither a diffusivity nor a gas density inside the hole. Let $W(y)$ be the probability that a molecule entering the mouth passes depth $y$ before it returns to the outside. If bare wall captures every molecule that strikes it, those that pass a front at $y$ are adsorbed. Counting them gives

$$F\frac{\pi d^2}{4}W\,dt=\pi d\,N\,dx
\quad\Longrightarrow\quad
\frac{d\tau}{dy}=\frac4{W(y)}.$$

The second form follows on division by $\pi d^2N/4$, with $d\tau=F\,dt/N$ and $dy=dx/d$. It remains to find $W$ for a long tube. Lengths are now in units of $d$, so the tube has radius $1/2$ and perimeter $\pi$.

**Passage between two sections.** Let $V(\zeta)$ be the probability that a molecule crossing one section with a cosine distribution flies directly through a second section at distance $\zeta$. Draw the sphere through the rims of both discs. Its radius is $R=\tfrac12\sqrt{1+\zeta^2}$, and each disc cuts off an outer cap of height $h=R-\zeta/2$.

Inside a sphere, a flight between two surface points meets the surface at equal angles $\vartheta$ and has length $2R\cos\vartheta$. Cosine emission therefore lands on an area $dA$ with probability

$$\frac{\cos^2\vartheta\,dA}{\pi(2R\cos\vartheta)^2}=\frac{dA}{4\pi R^2},$$

uniformly over the sphere. A cap has area $2\pi Rh$, so unit emission flux from one cap sends $2\pi Rh\cdot(2\pi Rh/4\pi R^2)=\pi h^2$ to the other. Every such flight crosses both discs, and every flight through both discs, extended backwards, starts on the first cap. Cosine emission from the cap also produces unit flux with a cosine distribution through its disc. Dividing by the disc area $\pi/4$ gives

$$V(\zeta)=4h^2=\left(\sqrt{1+\zeta^2}-\zeta\right)^2.$$

**Passage from the wall.** Let $Q(\zeta)$ be the probability that a molecule leaving the wall crosses a section at distance $\zeta$ on one chosen side. In equilibrium each flight and its reverse occur at equal rates. A wall ring of area $\pi\,d\zeta$ sends $\pi Q\,d\zeta$ through the section per unit flux. The section sends to that ring the molecules that pass $\zeta$ but not $\zeta+d\zeta$, namely $(\pi/4)(-V')\,d\zeta$. Hence $Q=-V'/4$.

**Flow through a long tube.** Let $r(z)$ be the rate at which molecules strike, and leave, unit area of saturated wall. Far from the ends, each wall element is supplied by other elements through a normalised kernel that is symmetric in distance. A linear $r(z)$ satisfies this balance, because contributions from the two sides average to the local value. To leading order in length, $r$ falls from $F$ at the mouth to zero at the front, so $r'=-F/y$. Deviations near the ends do not change this leading slope.

Through a section at $z$, wall at distance $\zeta$ above it sends molecules down at rate $r-r'\zeta$, and wall below it sends molecules up at rate $r+r'\zeta$. The net downward flow is

$$\Phi=\pi\int_0^\infty\left[(r-r'\zeta)-(r+r'\zeta)\right]Q\,d\zeta
=-2\pi r'\int_0^\infty\zeta Q\,d\zeta.$$

Insert $Q=-V'/4$ and integrate by parts. The boundary term $\zeta V$ vanishes at zero, and at infinity because $V\simeq1/4\zeta^2$. Thus

$$\int_0^\infty\zeta Q\,d\zeta=\frac14\int_0^\infty V\,d\zeta.$$

With $\zeta=\sinh q$, $V=e^{-2q}$ and

$$\int_0^\infty V\,d\zeta=\int_0^\infty e^{-2q}\cosh q\,dq
=\frac12\int_0^\infty(e^{-q}+e^{-3q})\,dq=\frac12\left(1+\frac13\right)=\frac23.$$

So $\int\zeta Q\,d\zeta=1/6$ and $\Phi=-\pi r'/3=\pi F/3y$. The total rate of entry through the mouth is $\pi F/4$. Their ratio is

$$W(y)\simeq\frac{4}{3y}.$$

Therefore $d\tau/dy\simeq3y$, and integration from 0 to $a$ again gives $\tau\simeq3a^2/2$. The approximation fails near the mouth, where $W$ must tend to one, but that region does not alter the $a^2$ coefficient.

For finite tubes, the wall balance was solved numerically. At length ten diameters it gave $W=0.1094$, while tracing random flights in three dimensions gave $0.1090\pm0.0008$ (one standard error). Between lengths of 200 and 400 diameters, $1/W$ rose with slope 0.7505, close to the predicted $3/4$.

## What each derivation assumes

Both derivations rest on molecular flow, cosine re-emission, irreversible saturation and a flow that adjusts quickly to the front position. Both use the limit of large depth. The coefficient reflects the same property of the flights: writing $\langle z^2\rangle=\eta d^2$ in the first derivation gives $D=\eta dv/2$ and $\tau=a^2/\eta$, and the cosine law sets $\eta=2/3$. This traces the origin of the coefficient; it is not a rule for other re-emission laws. A partly specular wall leaves the strike rate just inside the mouth equal to $F$ but correlates successive hops, so the single-flight $\langle z^2\rangle$ no longer fixes $D$. A memoryless law other than the cosine law changes the strike rate itself and the mean flight length.

The first derivation also assumes that the gas obeys a local diffusion law and needs the mean flight time. The speed $v$ then cancels, because it enters both the impingement rate and the diffusivity. This route extends readily to finite sticking and stored gas, but it does not resolve the mouth or a front on the scale of one diameter.

The second derivation needs no speeds inside the hole; the Maxwell distribution enters when $F$ is expressed through pressure. It assumes a sharp boundary and complete capture beyond it. In return, inserting the finite-tube $W$ includes the resistance near the mouth. The bottom disc can be added too: it needs $N\pi d^2/4$ molecules, and a fraction $W(a)$ of those entering reaches it, so it costs a further dose $1/W(a)$. The ballistic estimate is

$$\tau_{\rm b}=4\int_0^a\frac{dy}{W(y)}+\frac1{W(a)}.$$

For large $a$ the bottom term is about $3a/4$, one power of $a$ below the leading dose. Evaluating $\tau_{\rm b}$ at $a=100$ and 200, the combination $[\tau_{\rm b}(200)-2\tau_{\rm b}(100)]/(2\cdot100^2)$ cancels any term linear in $a$, though not a slowly varying term such as $a\ln a$. It gave 1.506, consistent with an approach to $3/2$.

## A hole of aspect ratio 50

Take round model parameters: $mc^2=10^{11}$ eV, $kT=0.04$ eV, $N=0.04$ Å$^{-2}$, $d=1000$ Å and $L=50000$ Å. Then $a=50$, and the leading dose is $1.5\times50^2=3750$.

The mean speed is $v=c\sqrt{8kT/(\pi mc^2)}=3.026\times10^{12}$ Å/s. Equating the two forms of the impingement rate, $n_0v/4=n_0kT/\sqrt{2\pi mkT}$, gives

$$\sqrt{2\pi mkT}=\frac{4kT}{v}=\frac{0.16}{3.026\times10^{12}}=5.29\times10^{-14}\ \text{eV s/Å}.$$

The leading exposure is therefore

$$E=3750\times0.04\times5.29\times10^{-14}
=7.93\times10^{-12}\ \text{eV s/Å}^3,$$

or 1.27 Pa s. At a mouth pressure of $10^{-10}$ eV/Å$^3$ this takes 0.079 s.

The assumptions can be checked for these parameters. The gas density is $n_0=P/kT=2.5\times10^{-9}$ Å$^{-3}$. For a collision diameter of 5 Å the mean free path is $3.6\times10^6$ Å, about 3600 hole diameters. This counts the precursor alone; a carrier gas shortens the path roughly in proportion to the total pressure, and the condition must then be checked with that pressure. The storage parameter is $\epsilon=1.6\times10^{-5}$, so stored gas is negligible.

Finite depth matters more. The ballistic estimate is $\tau_{\rm b}=4150$, which is 11% above the leading dose and corresponds to 1.41 Pa s. Of the excess of 400, the leading estimate $3a/4$ of the bottom term accounts for about 38. The rest arises because $1/W$ exceeds its long-tube form $3y/4$. The figure of 11% belongs to the sharp-front estimate. Molecules captured by bare wall land beyond the front, many within a distance of order $d$ but some much deeper. For a given total uptake, the saturated length is then shorter than the estimate assumes, and more molecules get through. The sharp-front estimate therefore runs high. The boxed formula still underestimates the exposure at this aspect ratio, even for full sticking, but the true excess is smaller than 11%.

Now let $s=0.1$ and require 99% coverage at the bottom, within the diffusion model. The gas penetrates about 1800 Å ahead of the front, a small part of the depth. The logarithmic term is $\ln(100)/0.1=46$, and the bounds on the dose are 3759 and 3796. The simulated dose was 3793, about 1% above the leading value. This model leaves out the mouth resistance and the bottom disc, so its small correction does not include the finite-depth excess estimated above.

With $s=10^{-4}$ one has $sa^2=0.25$, and the leading formula fails. The bounds are 49764 and 49802, more than thirteen times 3750. The simulated dose, 49740, lies 0.05% below the lower bound. The finite dose step explains a shift of this size. Each step of 20 multiplies the bare fraction at the bottom by $1-q$, with $q\simeq20s=0.002$, instead of $e^{-q}$. Since $-\ln(1-q)\simeq q+q^2/2$, the logarithmic term is reduced by a fraction $q/2=0.1\%$, or about 46. The recorded dose is then rounded up to a whole step of 20, which can hide part of this reduction. In this regime more dose is needed because the wall reacts slowly, and the factor $a^2$ no longer governs the exposure. The full set of values is in the numerical output.

## Computed results

```
Mean chord / diameter: 1 dimensionless
Mean square axial hop / diameter squared: 0.666667 dimensionless
Diffusivity / (diameter times mean speed): 0.333333 dimensionless
Tube transmission at length/diameter 10, solved: 0.109389 dimensionless
Tube transmission at length/diameter 10, traced: 0.109047 dimensionless
Standard error of traced transmission: 0.0008 dimensionless
Inverse transmission at length/diameter 200: 152.347 dimensionless
Inverse transmission at length/diameter 400: 302.446 dimensionless
Slope of inverse transmission, 200 to 400: 0.750495 dimensionless
Ballistic dose at aspect ratio 100: 15863.4 dimensionless
Ballistic dose at aspect ratio 200: 61852.9 dimensionless
Extracted quadratic dose coefficient: 1.5063 dimensionless
Simulated front decay rate times diameter, sticking 1: 1.7292 dimensionless
Predicted front decay rate times diameter, sticking 1: 1.73205 dimensionless
Storage parameter in storage test: 0.3 dimensionless
Simulated dose ratio in storage test: 1.0975 dimensionless
Predicted dose ratio in storage test: 1.1 dimensionless
Example molecular rest energy: 1e+11 eV
Example thermal energy: 0.04 eV
Example saturation density: 0.04 1/angstrom^2
Example diameter: 1000 angstrom
Example depth: 50000 angstrom
Example aspect ratio: 50 dimensionless
Example mouth pressure: 1e-10 eV/angstrom^3
Example collision diameter: 5 angstrom
Mass in atomic units: 195695 electron masses
Thermal energy in atomic units: 0.00146997 hartree
Saturation density in atomic units: 0.0112011 1/bohr^2
Leading exposure in atomic units: 1785.78 atomic units
Mean speed: 3.02566e+12 angstrom/s
Diffusivity: 1.00855e+15 angstrom^2/s
Mouth gas density: 2.5e-09 1/angstrom^3
Mean free path: 3.60127e+06 angstrom
Gas storage parameter: 1.5625e-05 dimensionless
Leading dose: 3750 dimensionless
Leading exposure: 7.93214e-12 eV s/angstrom^3
Leading exposure converted: 1.27087 Pa s
Leading exposure time: 0.0793214 s
Ballistic dose at example aspect ratio: 4149.59 dimensionless
Ballistic / leading dose: 1.10656 dimensionless
Ballistic exposure: 8.77737e-12 eV s/angstrom^3
Ballistic exposure converted: 1.40629 Pa s
Finite-sticking example: sticking: 0.1 dimensionless
Finite-sticking example: bottom bare fraction: 0.01 dimensionless
Finite-sticking example: front decay length: 1825.74 angstrom
Finite-sticking example: logarithmic dose term: 46.0517 dimensionless
Finite-sticking example: lower dose bound: 3758.55 dimensionless
Finite-sticking example: simulated dose: 3792.5 dimensionless
Finite-sticking example: upper dose bound: 3796.05 dimensionless
Low-sticking test: sticking: 0.0001 dimensionless
Low-sticking test: sticking times aspect squared: 0.25 dimensionless
Low-sticking test: lower dose bound: 49764.2 dimensionless
Low-sticking test: simulated dose: 49740 dimensionless
Low-sticking test: upper dose bound: 49801.7 dimensionless
```
